# Electrocaloric Entropy Change at Second-Order and Tricritical Ferroelectric Transitions

A ferroelectric is held at its zero-field transition temperature $T_0$ while an electric field is switched on. How does the resulting entropy change grow with the field, and how does the answer depend on the kind of transition?

Let one component $P$ of the polarization be active, along a field $E>0$. At constant stress, take the free energy per volume

$$G(P;T,E)=G_0(T)+\tfrac12 aP^2+\tfrac14 bP^4+\tfrac16 cP^6-EP,\qquad a=a_0t,\quad t=T-T_0,$$

with $a_0>0$. The equilibrium $P$ minimizes $G$. Until part (f), $b$ and $c$ do not depend on temperature. Two cases are compared:

- **second order:** $b>0$, $c\ge0$;
- **tricritical:** $b=0$, $c>0$.

This is mean-field theory: $P$ is uniform and its fluctuations are ignored. The case $b<0$ is excluded. There, at $a=0$ and $E=0$, the term $-|b|P^4/4$ already makes a polarized state lower than $P=0$. The transition then lies above $T_0$, and $P$ jumps, so latent heat enters.

## (a) Express the entropy change through the polarization

**Question.** Find $\Delta S=S(T,E)-S(T,0)$ in terms of the equilibrium polarization. What is the zero-field term at $T_0$?

**Solution.** Stationarity of $G$ gives the equation of state

$$aP+bP^3+cP^5=E. \tag{1}$$

For $E>0$ the minimum lies at $P>0$, because reversing the sign of $P$ changes only the term $-EP$, and raises it. Dividing (1) by $P$ gives $a+bP^2+cP^4-E/P=0$. The left side increases steadily from $-\infty$ to $+\infty$ as $P$ runs over positive values, so there is one positive root, and it is the minimum.

Let $g(T,E)$ be the minimum value of $G$. Its temperature derivative at fixed field is

$$\frac{\partial g}{\partial T}=\frac{\partial G}{\partial T}\bigg|_P+\frac{\partial G}{\partial P}\,\frac{\partial P}{\partial T}=G_0'(T)+\tfrac12a_0P^2,$$

since $\partial G/\partial P=0$ at the minimum. With $S=-\partial g/\partial T$, the background $-G_0'$ cancels between the two fields, leaving

$$\Delta S=-\frac{a_0}{2}\left[P^2(T,E)-P^2(T,0)\right]. \tag{2}$$

A larger polarization means a lower entropy. When the field is applied isothermally, the body gives off heat $T|\Delta S|$ per volume.

At zero field above $T_0$, $P=0$. Below $T_0$, the quantity $s=P^2(T,0)$ obeys $a+bs+cs^2=0$. Its positive root, written without a difference of nearly equal terms, is

$$s=\frac{2a_0|t|}{b+\sqrt{b^2+4ca_0|t|}}.$$

This tends to zero as $t\to0$ in both cases; for $b=0$ it is $\sqrt{a_0|t|/c}$. The zero-field entropy is therefore continuous at $T_0$, and the second term of (2) vanishes there.

## (b) Find the field dependence at the transition

**Question.** Solve the equation of state at $T=T_0$ and obtain $\Delta S(E)$ in each case.

**Solution.** At $T_0$ the linear term of (1) is absent:

$$bP^3+cP^5=E. \tag{3}$$

For $b>0$, $P$ tends to zero with $E$, and $cP^5$ becomes small compared with $bP^3$. To leading order $P=(E/b)^{1/3}$, and (2) gives

$$\boxed{\Delta S=-\frac{a_0}{2}\left(\frac Eb\right)^{2/3}}\qquad(b>0,\ E\to0). \tag{4}$$

For $b=0$, (3) is solved by $P=(E/c)^{1/5}$, so

$$\boxed{\Delta S=-\frac{a_0}{2}\left(\frac Ec\right)^{2/5}}\qquad(b=0). \tag{5}$$

The exponent has two sources. The entropy is quadratic in $P$, which supplies the 2. The lowest surviving restoring term supplies the 3 or the 5. At the tricritical point the free energy is flatter near $P=0$, so a weak field produces more polarization.

The smaller exponent therefore means a *larger* response at low field. For equal $a_0$ and $c$, dividing (5) by (4) gives

$$\frac{|\Delta S|_{\rm tri}}{|\Delta S|_{\rm second}}=\frac{b^{2/3}}{c^{2/5}}\,E^{-4/15},$$

which grows as the field is reduced.

## (c) Recover the laws from the pyroelectric coefficient

**Question.** The entropy change can also be obtained from polarization data, by integrating $(\partial P/\partial T)_E$ over field. Does this integral converge at $T_0$, and does it agree with part (b)?

**Solution.** From $dg=-S\,dT-P\,dE$, equality of mixed derivatives gives the Maxwell relation

$$\left(\frac{\partial S}{\partial E}\right)_T=\left(\frac{\partial P}{\partial T}\right)_E .$$

Differentiating (1) with respect to temperature at fixed field,

$$a_0P+(a+3bP^2+5cP^4)\frac{\partial P}{\partial T}=0. \tag{6}$$

At $T_0$, in the second-order case to leading order, $\partial P/\partial T=-a_0/(3bP)$. With $P=(E'/b)^{1/3}$,

$$\Delta S=-\frac{a_0}{3b^{2/3}}\int_0^E E'^{-1/3}\,dE'=-\frac{a_0}{3b^{2/3}}\cdot\frac32E^{2/3},$$

which is (4). In the tricritical case $\partial P/\partial T=-a_0/(5cP^3)$ with $P=(E'/c)^{1/5}$, and

$$\Delta S=-\frac{a_0}{5c^{2/5}}\int_0^E E'^{-3/5}\,dE'=-\frac{a_0}{5c^{2/5}}\cdot\frac52E^{2/5},$$

which is (5). The pyroelectric coefficient diverges at zero field, but weakly enough for the integral to converge.

The low-field end still matters. An integration started at $E_1$ instead of zero misses the fraction $(E_1/E)^{2/3}$ or $(E_1/E)^{2/5}$ of the result.

## (d) Follow the crossover between the two exponents

**Question.** A second-order material also has $c>0$. Up to what field does its 2/3 law hold, and what replaces it?

**Solution.** Define $x=cP^2/b$, the ratio of the two restoring terms in (3). Then $P=(b/c)^{1/2}x^{1/2}$, and

$$E=bP^3(1+x)=E^*x^{3/2}(1+x),\qquad E^*=\frac{b^{5/2}}{c^{3/2}}. \tag{7}$$

The local exponent follows from the logarithmic derivative of (3):

$$\frac{d\ln E}{d\ln P}=\frac{3bP^3+5cP^5}{bP^3+cP^5}=\frac{3+5x}{1+x}.$$

Because $|\Delta S|\propto P^2$,

$$n=\frac{d\ln|\Delta S|}{d\ln E}=\frac{2(1+x)}{3+5x}. \tag{8}$$

Its derivative is $dn/dx=-4/(3+5x)^2<0$. The exponent thus falls steadily from 2/3 for $E\ll E^*$ towards 2/5 for $E\gg E^*$. Within this model, a measured 2/5 does not by itself prove that $b=0$.

For the first correction, put $y=(E/E^*)^{2/3}$. Raising (7) to the power 2/3 gives $x(1+x)^{2/3}=y$, hence $x=y(1+x)^{-2/3}\simeq y(1-\tfrac23y)$. Since $P^2=bx/c$, while the leading law corresponds to $P^2=by/c$,

$$|\Delta S|\simeq\frac{a_0}{2}\left(\frac Eb\right)^{2/3}\left[1-\frac23\left(\frac E{E^*}\right)^{2/3}\right]. \tag{9}$$

## (e) Move away from the transition temperature

**Question.** How close to $T_0$ must the sample be? What are the laws far from $T_0$, and where is $|\Delta S|$ largest?

**Solution.** The laws of part (b) require the dropped term $aP$ to be small compared with $E$, that is, $|t|\ll t_w$ with

$$t_w=\frac{E}{a_0P(T_0,E)}=\begin{cases}b^{1/3}E^{2/3}/a_0&\text{second order, leading order},\\ c^{1/5}E^{4/5}/a_0&\text{tricritical}.\end{cases} \tag{10}$$

Below $T_0$, the subtracted $s$ must also be small compared with $P^2(T_0,E)$. In the tricritical case their ratio is $(|t|/t_w)^{1/2}$, so the law is approached slowly from that side: at $|t|=0.01\,t_w$ the subtraction already takes away 10 %.

The window closes as $E\to0$, and it closes faster in the tricritical case.

Far above $T_0$, where $t\gg t_w$, the response is linear, $P\simeq E/(a_0t)$, and

$$\Delta S\simeq-\frac{E^2}{2a_0t^2}.$$

Far below, write $P=P_s+p$ with $P_s^2=s$ and small $p$. Linearizing (1) gives $(a+3bs+5cs^2)p=E$. Inserting $a=-bs-cs^2$ turns the bracket into $2bs+4cs^2$. Then $P^2-P_s^2\simeq2P_sp$, and

$$\Delta S\simeq-a_0P_sp=-\frac{a_0E}{2bP_s+4cP_s^3}.$$

At fixed temperature the exponents are thus 2 well above $T_0$ and 1 well below it.

To locate the maximum, let $u=P^2(T,E)$. Multiplying (6) by $2P$ gives

$$\frac{du}{dT}=-\frac{2a_0u}{a+3bu+5cu^2}.$$

Above $T_0$ the denominator is positive and $s=0$, so $|\Delta S|=a_0u/2$ falls on heating. Below $T_0$, differentiating $a+bs+cs^2=0$ gives $ds/dT=-a_0/(b+2cs)$. With $a=-bs-cs^2$,

$$\frac{d(u-s)}{dT}=a_0\left[\frac1{b+2cs}-\frac{2u}{3bu+5cu^2-bs-cs^2}\right].$$

Equation (1) gives $a+bu+cu^2=E/P>0$, so $u>s$ and both denominators are positive. The sign is that of

$$3bu+5cu^2-bs-cs^2-2u(b+2cs)=(u-s)\left[b+c(5u+s)\right]>0 .$$

Below $T_0$, therefore, $|\Delta S|$ rises on heating. Its maximum is at $T_0$ in both cases, and (4) and (5) describe the peak height.

## (f) Let the quartic coefficient vary with temperature

**Question.** Replace $b$ by $b+b_1t$, with $b_1>0$. Do the exponents survive?

**Solution.** The explicit temperature derivative of $G$ gains $\tfrac14b_1P^4$. At $t=0$ the equation of state is still (3), so $P$ is unchanged. The zero-field polarization still vanishes continuously: for $b=0$ and $t<0$,

$$s=\frac{b_1|t|+\sqrt{b_1^2t^2+4ca_0|t|}}{2c}\to0 .$$

At $T_0$, therefore,

$$\Delta S=-\frac{a_0}{2}P^2\left[1+\frac{b_1P^2}{2a_0}\right]. \tag{11}$$

The added term scales as $E^{4/3}$ or $E^{4/5}$ to leading order, twice the original power. The low-field exponents survive, but at working fields the added term can be appreciable. The proof in (e) that the peak lies at $T_0$ assumed $b_1=0$ and is not extended here.

## (g) Put in numbers

**Question.** Compare two plates at $T_0=390$ K with $a_0=7\times10^5$ V m/(C K), $c=2\times10^{10}$ V m$^9$/C$^5$, heat capacity $C=3\times10^6$ J/(m$^3$ K) at fixed $P$, and density 6000 kg/m$^3$. One has $b=2\times10^9$ V m$^5$/C$^3$, the other $b=0$; all else is held equal. Find the entropy change and the adiabatic heating at 10 kV/cm.

**Solution.** The field is $10^6$ V/m. The leading laws give

$$3.5\times10^5\left(\frac{10^6}{2\times10^9}\right)^{2/3}=2.205\times10^3\ \text{J/(m}^3\text{ K)},$$

$$3.5\times10^5\left(\frac{10^6}{2\times10^{10}}\right)^{2/5}=6.663\times10^3\ \text{J/(m}^3\text{ K)}.$$

For the first plate $E^*=632$ kV/cm. Keeping $c$ lowers its value to 2.120 kJ/(m$^3$ K), about 4 % below the leading law, as (9) predicts. Its local exponent at this field is 0.642.

Values of $|\Delta S|$ in kJ/(m$^3$ K) at several fields are:

| $E$ (kV/cm) | second order, with $c$ | tricritical |
|---|---|---|
| 1 | 0.471 | 2.653 |
| 3 | 0.970 | 4.116 |
| 10 | 2.120 | 6.663 |
| 30 | 4.249 | 10.340 |

A tenfold field, from 1 to 10 kV/cm, multiplies the second-order response by 4.5 and the tricritical one by 2.5. A Maxwell integration started at 1 kV/cm would miss 22 % of the second-order result at 10 kV/cm, and 40 % of the tricritical one.

As a test of the exponents, $G$ was minimized numerically and its minimum differentiated with respect to temperature, at 0.001 and 0.002 kV/cm with $c$ kept. The exponents found were 0.6666 and 0.4000.

Per mass, the results at 10 kV/cm are 0.353 and 1.110 J/(kg K). For a thermally isolated plate the total entropy stays constant. With constant $C$ and final temperature $T_1$,

$$C\ln\frac{T_1}{T_0}=\frac{a_0}{2}P^2(T_1,E). \tag{12}$$

If the heating is small, $\Delta T\simeq T_0|\Delta S|/C$:

$$\frac{390\times2120}{3\times10^6}=0.276\ \text{K},\qquad \frac{390\times6663}{3\times10^6}=0.866\ \text{K}.$$

Solving (12) gives 0.273 K and 0.839 K. The estimate is slightly high because the plate warms away from $T_0$ and loses polarization. From (6), $P^2$ falls by the fraction $\tfrac23\Delta T/t_w$ in the second-order case (leading order) and $\tfrac25\Delta T/t_w$ in the tricritical case. With windows of 18.4 K and 10.4 K these are about 1 % and 3 %, which account for the differences.

## (h) Judge the model against a real crystal

**Question.** The coefficients are rough, round values in the regime of barium-titanate-based perovskites. Which omissions matter at these fields?

**Solution.** Pure barium titanate at ambient pressure has a first-order transition, so neither plate represents it. Substitution or pressure can move such a material towards $b=0$. The calculated heating, a few tenths of a kelvin to nearly one kelvin, has the rough size known for bulk perovskites at such fields. The following estimates change one thing at a time.

**Temperature dependence of $b$.** Take $b_1=2\times10^7$ V m$^5$/(C$^3$ K), a rough value. At 10 kV/cm, (11) raises $|\Delta S|$ by 8.7 % in the second-order plate and by 27 % in the tricritical one. The mean exponents between 1 and 10 kV/cm become 0.68 and 0.46. A temperature slope of $c$, left out here, can offset part of this: a rough slope of $-3.3\times10^8$ V m$^9$/(C$^5$ K) brings the tricritical figures to about 21 % and 0.44. The tricritical plate would then miss 2/5 noticeably, although that remains its low-field law within the model.

**Imperfect tuning.** A leftover $b=10^8$ V m$^5$/C$^3$ lowers the tricritical response at 10 kV/cm by 9.7 %, even though $E^*$ is then only 0.35 kV/cm. The approach to the tricritical law is slow because the correction scales as $b/(cP^2)$, and $P^2$ grows only as $E^{2/5}$.

**Spread of $T_0$.** Suppose the local transition temperature has a Gaussian spread of standard deviation 1 K, and that every region feels the applied field, as columns running along the field would. Regions stacked along the field are coupled by bound charge, and the estimate does not apply to them. At the mean $T_0$, $|\Delta S|$ falls as follows:

- second order: by 9.6 % at 1 kV/cm and 2.3 % at 10 kV/cm;
- tricritical: by 33 % at 1 kV/cm and 13 % at 10 kV/cm.

The tricritical plate suffers more because regions already below their own $T_0$ have a zero-field $P^2$ that grows as $|t|^{1/2}$, and this is subtracted in (2). Its apparent exponent over this decade rises to about 0.52. A useful test of the exponent therefore needs fields high enough that $t_w$ far exceeds the spread, yet low enough that the added term in (11) is a small correction. With these inputs the tricritical plate has no such range: at 1 kV/cm $t_w$ is only 1.6 K, and at 10 kV/cm the added term is already 27 %. A smaller spread would be needed.

**Electrodes, leakage and breakdown.** Dead layers of total thickness $d$ and permittivity $\varepsilon_d$, in a plate of thickness $L\gg d$, produce an opposing field of about $Pd/(\varepsilon_0\varepsilon_dL)$. This adds to $a$ and, for uniform $P$, lowers $T_0$ by $d/(\varepsilon_0\varepsilon_dLa_0)$. For $d=2$ nm, $\varepsilon_d=50$ and $L=0.2$ mm the shift is 0.032 K. It grows as $1/L$, so it can matter in thin films. Domains, which are left out here, can make the shift smaller. A leakage conductivity of $10^{-10}$ S/m heats the plate by 0.033 mK in one second. If breakdown lies near 50 kV/cm, a rough value, 10 kV/cm is 20 % of it.

**Fluctuations.** For a cubic perovskite this is the most serious of these omissions. A fluctuation with mean square $\langle p^2\rangle$ adds $(3bP+10cP^3)\langle p^2\rangle$ to the restoring field, to lowest order. The zero-field part of $\langle p^2\rangle$ is absorbed in measured coefficients, so only its field-induced change is counted. At $T_0$ the field raises the curvature of $G$ from zero to $3bP^2+5cP^4$, which reduces $\langle p^2\rangle$. The counted contribution is therefore negative: it weakens the restoring field. Its magnitude is quoted below.

The estimate assigns Gaussian fluctuations a gradient coefficient of $10^{-10}$ J m$^3$/C$^2$, a background permittivity of 7 and a wave-number cutoff of 7.85 nm$^{-1}$. In a uniaxial crystal, depolarizing fields stiffen the fluctuations, and their share of the restoring field at 10 kV/cm is 10 % (second order) and 9 % (tricritical). Without that stiffening it is 144 % and 129 %. The shares depend on field in different ways. Without stiffening, the second-order share grows rapidly as the field is reduced, while the tricritical share hardly changes (135 % at 0.001 kV/cm, 125 % at 30 kV/cm), so at this order it alters the amplitude rather than the exponent. With stiffening, the second-order share grows slowly as the field is reduced (18 % at 0.001 kV/cm), while the tricritical share falls towards zero. The reduced $\langle p^2\rangle$ also enters the entropy directly through $\tfrac12a_0\langle p^2\rangle$; at 10 kV/cm this term is 3 % and 1 % of $|\Delta S|$ with stiffening, and 42 % and 13 % without.

Shares above 100 % are not usable corrections; they show that the expansion has failed. A cubic perovskite has three soft polar components, and depolarizing fields do not stiffen all of their fluctuations. For such a crystal these estimates do not justify mean-field theory, and the exponents 2/3 and 2/5 must be tested, not assumed. With these rough inputs the uniaxial case is safer at this field: the correction to the restoring field is about ten per cent. That figure is sensitive to the inputs. Halving or doubling the cutoff moves it between 7 % and 12 %. A gradient coefficient of $5\times10^{-11}$ J m$^3$/C$^2$ raises it to 25 % and 22 %, and $2\times10^{-11}$ raises it to 81 % and 70 %, where the uniaxial case is no longer safe either.

## Numbers as computed

```
INPUTS (rough round values)
a0 = 7.0e+05 V m/(C K), T0 = 390 K
b = 2.0e+09 V m^5/C^3 (second order), 0 (tricritical)
c = 2.0e+10 V m^9/C^5 (both)
heat capacity 3.0e+06 J/(m3 K), density 6000 kg/m3
EXPONENTS from minimized free energy at low field
second order 0.6666, tricritical 0.4000
crossover field E* = 632 kV/cm
-dS at T0 in kJ/(m3 K)
E kV/cm | second: 2/3 law, with c | tricritical
    1 | 0.475, 0.471 | 2.653
    3 | 0.988, 0.970 | 4.116
   10 | 2.205, 2.120 | 6.663
   30 | 4.586, 4.249 | 10.340
MAIN RESULTS at 10 kV/cm, c included
second order: P = 7.78 uC/cm2, window 18.4 K
  -dS = 2.120 kJ/(m3 K) = 0.353 J/(kg K)
  dT linear estimate 0.276 K, full adiabatic 0.273 K
tricritical: P = 13.80 uC/cm2, window 10.4 K
  -dS = 6.663 kJ/(m3 K) = 1.110 J/(kg K)
  dT linear estimate 0.866 K, full adiabatic 0.839 K
second order: x = cP^2/b = 0.0606, local exponent 0.6422
NEGLECTED EFFECTS (rough inputs)
slope of b with T: 2.0e+07 V m^5/(C^3 K)
  second order: -dS up 1.9 % at 1, 8.7 % at 10 kV/cm
    mean exponent 1 to 10 kV/cm: 0.681
  tricritical: -dS up 10.8 % at 1, 27.2 % at 10 kV/cm
    mean exponent 1 to 10 kV/cm: 0.460
leftover b = 1e+08 V m^5/C^3 in tricritical plate:
  E* = 0.35 kV/cm, -dS changes -9.7 % at 10 kV/cm
spread of T0, standard deviation 1.0 K:
  second order: -dS down 9.6 % at 1, 2.3 % at 10 kV/cm
  tricritical: -dS down 33.3 % at 1, 12.8 % at 10 kV/cm
plate 0.2 mm, dead layers 2 nm in total, permittivity 50
  T0 lowered by 0.032 K
leakage 1e-10 S/m for 1 s: heating 0.033 mK
breakdown about 50 kV/cm: main field is 20 % of it
fluctuations: gradient coefficient 1e-10 J m3/C2,
  background permittivity 7, cutoff 7.85 1/nm
  second order: share of field 10 % uniaxial, 144 % without stiffness
  tricritical: share of field 9 % uniaxial, 129 % without stiffness
```
